# Voltage-Driven Magnetic Resonance: Zero Linear Torque on the Anisotropy Axis

Let a voltage change the strength of a uniaxial magnetic anisotropy and nothing else. The change in energy then depends only on the angle $\theta$ between the magnetization and the anisotropy axis $z$, and it is the same for $\theta$ and $180^\circ-\theta$. Symmetry now fixes much of the answer. To start precession, the voltage must act like a magnetic field perpendicular to the magnetization. With the magnetization on the axis, such a field would have to point in some direction in the $xy$ plane, but rotation about $z$ leaves the voltage effect unchanged and so singles out no direction. The field must be zero. At $\theta=90^\circ$ the energy change is even about the equator, so its slope, and with it the field, is again zero.

If $d$ is the amplitude of the modulated anisotropy field, dimensions and linearity require a transverse field of the form $d\,f(\theta)$, with $f(0)=f(90^\circ)=0$. The strongest drive lies between the two special directions.

## The belief and its appeal

The opposing belief runs as follows. The voltage modulates an anisotropy whose axis is $z$; the anisotropy acts most strongly on a magnetization along $z$; therefore a microwave voltage should excite resonance most strongly there.

Its premises contain two truths. Measured from its value at $90^\circ$, the energy change is indeed largest in size on the axis. The voltage also shifts the resonance frequency there by the full amount of the change in anisotropy field. What fails is the last inference. A torque is the slope of an energy with respect to angle, and an energy has zero slope at its extremum. The voltage can retune an oscillator that it cannot set in motion.

## From voltage to transverse field

Take a thin magnetic layer with uniform magnetization $M_s\mathbf m$, $|\mathbf m|=1$, in a static field $\mathbf B$ lying in the $xz$ plane at angle $\theta_B$ from $z$. Its energy density divided by $M_s$ is

$$u=-\mathbf B\cdot\mathbf m-\tfrac12B_Km_z^2 .$$

The anisotropy field $B_K$ includes the demagnetizing energy, and positive $B_K$ favours the film normal. I assume $B>|B_K|$, which keeps all the stiffnesses used below positive.

An oxide of thickness $t_{ox}$ under voltage $V$ carries the electric field $V/t_{ox}$. This changes the interface anisotropy energy per area by $\xi V/t_{ox}$, hence the energy per volume by $\xi V/(t_{ox}t)$ for a magnetic layer of thickness $t$. The anisotropy energy density is $M_sB_K/2$, so the anisotropy field changes by

$$d=\frac{2\xi V}{M_s\,t\,t_{ox}} .$$

The sign of the voltage effect only reverses the phase of the drive. For a microwave voltage, $B_K$ becomes $B_K+d\cos\omega t$, and the added energy is

$$\delta u=-\tfrac12d\cos^2\theta\,\cos\omega t .$$

The effective field along the direction of increasing $\theta$ is minus the slope. Since $\partial_\theta\cos^2\theta=-\sin2\theta$,

$$h_\theta=-\frac{\partial\,\delta u}{\partial\theta}=-\tfrac12d\sin2\theta\,\cos\omega t .$$

There is no slope in the azimuthal direction. The amplitude of the drive is therefore

$$h=\tfrac12d\,|\sin2\theta| ,$$

zero at $0$ and $90^\circ$, and largest at $45^\circ$, where it equals $d/2$. The angle is that of the magnetization, not of the applied field.

Take $M_s=1.20$ MA/m, $t=1.1$ nm, $t_{ox}=1.5$ nm, $\xi=50$ fJ/(V m) and $V=20$ mV. Then

$$d=\frac{2(50\times10^{-15})(0.020)}{(1.2\times10^6)(1.1\times10^{-9})(1.5\times10^{-9})}\ \text{T}=1.01\ \text{mT},$$

so the largest transverse field is $0.505$ mT.

## From transverse field to precession

A torque maximum need not be a response maximum, because the magnetization may be softer at some angles than at others. This requires the equilibrium and the stiffnesses. With azimuth $\varphi$,

$$u=-B(\sin\theta\sin\theta_B\cos\varphi+\cos\theta\cos\theta_B)-\tfrac12B_K\cos^2\theta .$$

At equilibrium $\varphi=0$ and $\partial_\theta u=0$:

$$B\sin(\theta_B-\theta)=\tfrac12B_K\sin2\theta .$$

For a polar displacement the stiffness is the second derivative,

$$B_\theta=\partial_\theta^2u=B\cos(\theta_B-\theta)+B_K\cos2\theta .$$

An azimuthal displacement of $\mathbf m$ has length $\sin\theta\,\varphi$, so its stiffness is $\partial_\varphi^2u/\sin^2\theta=B\sin\theta_B/\sin\theta$. Write $\theta_B=\theta+(\theta_B-\theta)$, expand the sine, and use the equilibrium condition in the form $B\sin(\theta_B-\theta)=B_K\sin\theta\cos\theta$. This gives

$$B_\varphi=B\cos(\theta_B-\theta)+B_K\cos^2\theta ,$$

which also has the right limit at $\theta=0$.

The motion obeys the Landau-Lifshitz-Gilbert equation,

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},$$

with $\gamma>0$ and damping $\alpha\ll1$. Let $a$ and $b$ be small displacements along the polar and azimuthal unit vectors. The transverse effective field has components $-B_\theta a+h_\theta$ and $-B_\varphi b$. With $\mathbf e_r\times\mathbf e_\theta=\mathbf e_\varphi$ and $\mathbf e_r\times\mathbf e_\varphi=-\mathbf e_\theta$,

$$\dot a=-\gamma B_\varphi b-\alpha\dot b,\qquad
\dot b=\gamma B_\theta a-\gamma h_\theta+\alpha\dot a .$$

The voltage also modulates the stiffnesses, but that produces products of $d$ with $a$ or $b$, which are second order here. They return below, where the linear drive vanishes.

Let all quantities vary as the real part of $e^{i\omega t}$, with complex amplitudes $\tilde a,\tilde b$ and real $\tilde h=-\tfrac12d\sin2\theta$. The first equation gives

$$\tilde b=\frac{-i\omega\tilde a}{\gamma B_\varphi+i\omega\alpha}.$$

Inserting this in the second and multiplying by $-(\gamma B_\varphi+i\omega\alpha)$,

$$\big[(\gamma B_\theta+i\omega\alpha)(\gamma B_\varphi+i\omega\alpha)-\omega^2\big]\tilde a=\gamma\tilde h(\gamma B_\varphi+i\omega\alpha).$$

The bracket equals $\gamma^2B_\theta B_\varphi-(1+\alpha^2)\omega^2+i\omega\alpha\gamma(B_\theta+B_\varphi)$. Without the $\alpha^2$ term, its real part vanishes at $\omega_0=\gamma\sqrt{B_\theta B_\varphi}$. There, to leading order in $\alpha$,

$$\tilde a=-i\,\frac{\tilde h}{\alpha(B_\theta+B_\varphi)}\sqrt{\frac{B_\varphi}{B_\theta}},\qquad
|\tilde b|=\frac{h}{\alpha(B_\theta+B_\varphi)} .$$

The second result follows from $|\tilde b|=\omega_0|\tilde a|/(\gamma B_\varphi)$.

The drive energy is $-h_\theta a$, so the voltage source does work at the rate $-\dot h_\theta a$ per moment. Its mean is $\tfrac12\omega_0\,{\rm Re}(i\tilde h\tilde a)=\tfrac12\omega_0h|\tilde a|$. Since $\omega_0\sqrt{B_\varphi/B_\theta}=\gamma B_\varphi$, the absorbed power per volume is

$$P=\frac{\gamma M_sh^2}{2\alpha}\,\frac{B_\varphi}{B_\theta+B_\varphi}.$$

All three responses contain $h$, so all three vanish on the axis.

## The numbers that decide

Take $B=400$ mT, $B_K=80$ mT, $\alpha=0.02$, $g=2.1$ and a pillar of 60 nm diameter. At $\theta=45^\circ$ the stiffnesses are $B_\theta=398$ mT and $B_\varphi=438$ mT. The azimuthal swing is

$$\frac{0.505}{0.02\,(398+438)}=0.0302\ \text{rad}=1.73^\circ,$$

and the polar swing is larger by $\sqrt{438/398}=1.049$, which gives $1.82^\circ$. In the table $B$ and $V$ are held fixed, and the microwave frequency is set to the resonance at each angle.

| $\theta$ (deg) | $f$ (GHz) | $h$ (mT) | polar swing (deg) | power (pW) |
|---:|---:|---:|---:|---:|
| 0 | 14.11 | 0 | 0 | 0 |
| 5 | 14.08 | 0.088 | 0.26 | 0.07 |
| 45 | 12.27 | 0.505 | 1.82 | 2.30 |
| 60 | 11.38 | 0.437 | 1.74 | 1.78 |
| 90 | 10.52 | 0 | 0 | 0 |

The belief puts the maximum in the first row, where the response is zero. Yet a static 20 mV would shift the on-axis frequency by $14.11\times1.01/480\approx0.030$ GHz, because that frequency is proportional to $B+B_K=480$ mT. Tuning and driving are different functions of angle.

The row at $5^\circ$ carries a warning. With the magnetization only $5^\circ$ off the axis, the drive field is already 17% of its largest value and the power about 3%. A weak signal in a nominally perpendicular geometry is therefore no evidence of an on-axis torque.

## How near to 45 degrees?

The answer depends on what is measured. Let $\varepsilon=B_K/B$ be small and write $\theta=45^\circ+\delta$, with $\delta$ in radians and of order $\varepsilon$. Then $\sin2\theta=\cos2\delta$, whose logarithm is $-2\delta^2$ to leading order. Also $\cos2\theta\approx-2\delta$, $\cos^2\theta\approx\tfrac12-\delta$ and $\sin^2\theta\approx\tfrac12+\delta$. By the equilibrium condition $\cos(\theta_B-\theta)$ differs from one only at order $\varepsilon^2$, so

$$B_\theta\approx B(1+\varepsilon\cos2\theta),\quad B_\varphi\approx B(1+\varepsilon\cos^2\theta),\quad \frac{B_\varphi}{B_\theta}\approx1+\varepsilon\sin^2\theta .$$

**Power.** The factor $B_\varphi/(B_\theta+B_\varphi)$ is approximately $\tfrac12(1+\tfrac12\varepsilon\sin^2\theta)$. Up to a constant, $\ln P=-4\delta^2+\tfrac12\varepsilon\delta$. Setting the derivative to zero gives $\delta=\varepsilon/16$.

**Polar swing at fixed $B$.** The square root contributes $\tfrac12\varepsilon\delta$. The factor $1/(B_\theta+B_\varphi)$ contributes $-\tfrac12\varepsilon(\cos2\theta+\cos^2\theta)$, which is $\tfrac32\varepsilon\delta$ plus a constant. The logarithm of the swing is thus $-2\delta^2+2\varepsilon\delta$, and $\delta=\varepsilon/2$. Three quarters of this shift comes from the fall of the total stiffness as the magnetization leaves the axis.

**Polar swing at fixed frequency.** If $B$ is adjusted at each angle to keep the resonance at one frequency, $\sqrt{B_\theta B_\varphi}$ is constant. The sum $B_\theta+B_\varphi$ is then constant to first order, only the square root contributes, and $\delta=\varepsilon/8$.

For $\varepsilon=0.2$ at fixed $B$, these first-order results put the power maximum at $45.7^\circ$ and the polar-swing maximum at $50.7^\circ$. The unexpanded formulas give $45.75^\circ$ and $50.65^\circ$. Integrating the full nonlinear equation at 37 magnetization angles from $0$ to $90^\circ$, then interpolating, gives $45.74^\circ$ and $50.63^\circ$.

A readout proportional to $m_z$ adds one more factor, since a polar displacement changes $m_z$ by $-a\sin\theta$. For $\varepsilon\to0$ the signal follows $\sin\theta\sin2\theta=2\sin^2\theta\cos\theta$. Its derivative vanishes when $2\cos^2\theta=\sin^2\theta$, that is at $\theta=\arctan\sqrt2=54.7^\circ$. In the example, at fixed $B$, the maximum is at $58.2^\circ$. A readout proportional to $m_x$, as with a reference layer magnetized along $x$, carries $\cos\theta$ instead; $\cos\theta\sin2\theta$ peaks at $35.3^\circ$. This is a property of the detector and the susceptibility; the torque still peaks at $45^\circ$.

The field angle differs again. For $\theta=45^\circ$ the equilibrium condition gives $\sin(\theta_B-\theta)=\varepsilon/2=0.1$, so the field must be applied at $50.7^\circ$. The power maximum corresponds to a field angle of $51.5^\circ$.

## Can a stronger voltage rescue the axis?

With $\mathbf B$ along $z$, the effective field near the axis is $F(t)=B+B_K+d\cos\omega t$, also along $z$. Let $c=m_x+im_y$ be small. The two transverse components of the equation of motion combine into

$$\dot c=i\gamma Fc+i\alpha\dot c\quad\Rightarrow\quad
\dot c=\frac{\gamma F(i-\alpha)}{1+\alpha^2}\,c .$$

If $c=0$ it stays zero, whatever the size of $d$. If $c$ is small but not zero, $\ln|c|$ changes at the rate $-\alpha\gamma F/(1+\alpha^2)$. Over a full modulation period the cosine integrates to zero, and the net decay is the same as without modulation. The voltage speeds up and slows down an existing precession but does not feed it.

The other zero, $\theta=90^\circ$, behaves differently. There $B_\theta=B-B_K$ and $B_\varphi=B$. The second derivative of $\delta u$ changes the polar stiffness to $B_\theta-d\cos\omega t$ and leaves $B_\varphi$ alone. Differentiate the equation for $\dot a$, insert $\dot b$, and drop terms of order $\alpha^2$ and $\alpha d$:

$$\ddot a+G\dot a+(\omega_0^2-\gamma^2B_\varphi d\cos\omega t)\,a=0,\qquad G=\alpha\gamma(B_\theta+B_\varphi).$$

Set $\omega=2\omega_0$ and $a=C\cos\omega_0t+S\sin\omega_0t$, with slowly varying $C$ and $S$. The product $\cos2\omega_0t\,\cos\omega_0t$ contains $\tfrac12\cos\omega_0t$, and $\cos2\omega_0t\,\sin\omega_0t$ contains $-\tfrac12\sin\omega_0t$; the parts at $3\omega_0$ are off resonance and are dropped. Matching cosines and sines gives

$$\dot S=-\tfrac12GS+qC,\qquad \dot C=-\tfrac12GC+qS,\qquad q=\frac{\gamma^2B_\varphi d}{4\omega_0}.$$

The sum $S+C$ varies as $e^{(q-G/2)t}$. Growth begins at $q=G/2$, or

$$d_{\rm th}=\frac{2\omega_0G}{\gamma^2B_\varphi}=2\alpha(B_\theta+B_\varphi)\sqrt{\frac{B_\theta}{B_\varphi}} .$$

With $B_\theta=320$ mT and $B_\varphi=400$ mT, $d_{\rm th}=0.04\times720\times0.894=25.8$ mT. The full equation, followed over one modulation period from small tilts, gives the same value to this precision. The voltage needed is $0.51$ V, some 25 times the 20 mV drive.

At twice this threshold, the logarithm of the tilt grows by $0.063$ per modulation period at $90^\circ$. On the axis, with the same $d$ and modulation at twice the local resonance frequency, it falls by $0.063$. This is parametric amplification of a tilt already present, at half the drive frequency and above a threshold. It is not linear resonance, and in this model the axis has neither. That result rests on rotational symmetry about $z$. If an in-plane anisotropy, such as that of an elliptical pillar, makes the two on-axis stiffnesses $B_1$ and $B_2$ unequal, the precession is elliptical and the same averaging gives an on-axis threshold $d_{\rm th}=2\alpha(B_1+B_2)\sqrt{B_1B_2}/|B_2-B_1|$. For a difference of 20 mT this is out of reach at stiffnesses near 480 mT, but only about 3.4 mT at $B_1=20$ mT. Elliptical pillars at low field can therefore be excited parametrically on the axis; the linear drive there still vanishes.

## Beside a real pillar

The parameters are rough typical values for a CoFeB/MgO tunnel junction. The small $B_K$ represents a layer in which interface anisotropy nearly cancels the demagnetizing energy. Several neglected effects can be sized.

- **Higher-order anisotropy.** If the modulated energy goes as $\sin^2\theta+0.05\sin^4\theta$, the torque maximum moves from $45^\circ$ to $46.4^\circ$. The zeros remain.
- **Spin-transfer torque.** For a resistance-area product of 500 Ω µm² and spin polarization 0.6, the tunnelling current acts like a field of up to about $6$ µT, near 1% of the largest voltage drive. It need not vanish on the axis if the reference layer is magnetized across it. The voltage torque is equally small at a tilt of $0.34^\circ$, so closer to the axis than this the spin-transfer torque can dominate. A thinner oxide with lower resistance would make it larger.
- **Oersted field.** The capacitive current, for a relative permittivity of 10, produces about $1.7$ µT at the rim, and the tunnelling current about $0.8$ µT, a quarter period out of phase.
- **Temperature.** At 300 K the thermal tilt is about $3^\circ$ rms in each transverse direction, more than the driven swing of $1.8^\circ$. The driven part has a fixed phase relative to the voltage and can be separated by phase-sensitive averaging. This uniform tilt alone lowers the mean anisotropy by about 0.8%.
- **Nonuniform modes.** An exchange-only estimate with stiffness 15 pJ/m places the nearest one 94 mT away, against a full linewidth of 17 mT, which supports the uniform model at small drive near $45^\circ$. Dipolar fields make this gap depend on angle and shrink it considerably for in-plane magnetization, so the uniform-mode parametric threshold at $90^\circ$ is less secure.
- **Breakdown.** The 20 mV drive gives 0.13 MV/cm, far below a rough breakdown field of 10 MV/cm. The parametric threshold needs 3.4 MV/cm, a substantial fraction of it, and twice the threshold needs 6.8 MV/cm, close to breakdown.

For linear excitation by anisotropy modulation alone, with $B$ well above $|B_K|$, the magnetization should therefore be tilted to about $45^\circ$ if absorbed power is the aim, further from the axis if the aim is an $m_z$ signal, and nearer to it for an $m_x$ signal. The readout optima move with $B_K/B$ much faster than the power optimum does, towards the axis when $B_K$ is negative. The full set of values is in the numerical output below.

## Calculated quantities

```
INPUTS (rough typical values)
Ms 1.20 MA/m; magnetic layer 1.1 nm
oxide 1.5 nm; diameter 60 nm
xi 50 fJ/(V m); microwave amplitude 20 mV
B 400 mT; B_K 80 mT; B_K/B 0.20
alpha 0.020; g 2.1; temperature 300 K
DRIVE
oxide field amplitude 0.133 MV/cm
anisotropy-field modulation d 1.010 mT
largest equivalent transverse field d/2 0.505 mT
torque maximum, from energy slope 45.00 deg
RESPONSE AT RESONANCE (formula; sim = full equation)
theta  theta_B  f      h      polar  sim    power
deg    deg      GHz    mT     deg    deg    pW
   0     0.00   14.11  0.000  0.000  0.000  0.000
   5     5.99   14.08  0.088  0.262  0.262  0.066
  15    17.87   13.86  0.253  0.772  0.772  0.553
  30    34.97   13.18  0.437  1.428  1.428  1.685
  45    50.74   12.27  0.505  1.816  1.815  2.303
  60    64.97   11.38  0.437  1.742  1.742  1.776
  75    77.87   10.75  0.253  1.090  1.090  0.605
  85    85.99   10.54  0.088  0.389  0.389  0.074
  90    90.00   10.52  0.000  0.000  0.000  0.000
at 45 deg: B_theta 398.0 mT, B_phi 438.0 mT
at 45 deg: azimuthal swing 1.731 deg
MAXIMA AT FIXED B (magnetization angle; formula, sim)
absorbed power: 45.75, 45.74 deg
polar swing: 50.65, 50.63 deg
m_z signal: 58.24, 58.23 deg
field angle at power maximum 51.49 deg
first-order power peak 45.72 deg
first-order polar-swing peak 50.73 deg
PARAMETRIC EXCITATION AT 90 deg, modulation at 2 f0
threshold d: formula 25.76 mT, sim 25.77 mT
threshold voltage 0.510 V; oxide field 3.40 MV/cm
log multiplier at twice threshold: 90 deg 0.0631
same modulation depth on axis: -0.0628
NEGLECTED EFFECTS
thermal rms tilt per direction 3.02 deg
thermal factor on mean anisotropy 0.9917
RA 500 ohm um2; spin polarization 0.6
spin-transfer equivalent field 5.98 uT
tilt where voltage torque equals it 0.34 deg
oxide permittivity 10; Oersted field at rim 1.72 uT
torque peak with quartic part 0.05: 46.36 deg
exchange stiffness 15 pJ/m; next mode offset 94.2 mT
full linewidth at 45 deg 16.7 mT
rough breakdown field 10 MV/cm; drive/breakdown 0.0133
```
